# Choosing compact supercells: minimum image distance versus the Madelung constant

## Result

Let the rows of $h$ be the lattice vectors of a host crystal. A supercell is $H=Ph$ with $P$ an integer matrix and $|\det P|=N$; its volume is $V$ and $L=V^{1/3}$. Two numbers measure how compact it is. The minimum image distance $d_{\min}$ is the length of the shortest nonzero superlattice vector. The Madelung constant $\alpha$ is defined by $v_M=-\alpha/L$, where $v_M$ is the potential at a unit point charge due to its periodic images and a uniform neutralizing background.

For a Gaussian charge $q$ of width $\sigma$ in an isotropic dielectric $\varepsilon_r$, the periodic and isolated electrostatic energies differ by

$$E_{\rm per}-E_{\rm iso}=\frac{q^2}{8\pi\varepsilon_0\varepsilon_r}\left[-\frac{\alpha}{L}+\frac{4\pi\sigma^2}{V}-W\right],\qquad W=\sum_{R\ne0}\frac{\operatorname{erfc}(R/2\sigma)}{R}. \tag{1}$$

The first term is known once the cell is known and can be subtracted. The second is the same for all shapes at fixed $N$. Shape then matters through $W$, the overlap of the charge with its images. Among the cells of one $N$, $W$ is smallest for the largest $d_{\min}$ when $\sigma\to0$, and for the largest $\alpha$ when $\sigma\to\infty$. For a charge narrow compared with $L$ the rule is therefore: maximize $d_{\min}$, and use $\alpha$ for the correction and to break ties. The rule comes from the limit $\sigma\to0$. At finite $\sigma/L$ a cell with slightly smaller $d_{\min}$ can have the smaller $W$, so when $\sigma$ is known, close candidates should be ranked by $W$ itself.

Neither criterion seeks a simple cubic (sc) cell. The largest possible $d_{\min}$ belongs to fcc, while bcc has a larger $\alpha$ than fcc. If an sc or fcc shape is itself the aim, a separate shape measure is needed.

## Scheme

```
for each a*d*f = N, 0<=b<d, 0<=c<f, 0<=e<f:
    P = [[a,b,c],[0,d,e],[0,0,f]]
    repeat until nothing changes:
        for each row A_i of P h, other rows A_j, A_k:
            replace A_i by the shortest A_i + x A_j + y A_k
            (x, y over small integers including -1,0,1),
            if shorter than A_i by more than a tolerance;
            change P in the same way
    sort rows by length; d_min = |A_1|
keep the cells whose d_min is largest, within a tolerance
among them take the largest alpha (Ewald sum)
report P, d_min, alpha and q^2 alpha/(8 pi eps0 eps_r L)
```

For a shape target, replace $d_{\min}$ by the measure (3) or (4) below and minimize it.

## Each superlattice once

Adding an integer multiple of one row of $P$ to another changes the basis but not the superlattice. A selection rule must not depend on such changes, so the search should run over superlattices.

In host coordinates, let $a$ be the smallest positive first component in the superlattice, $d$ the smallest positive second component among vectors whose first component is zero, and $f$ the smallest positive third component among vectors $(0,0,z)$. Vectors with these components form a basis: subtracting multiples of them removes the components of any superlattice vector in turn, since a nonzero remainder would contradict minimality. Multiples of the lower rows bring $b$ into $[0,d)$ and $c,e$ into $[0,f)$, each in one way. The form is thus unique, and the number of superlattices is $\sum_{adf=N}d f^2$. For $N=16$ this is 651. For prime $N$ it is $1+N+N^2$.

## Why the reduction finds the shortest vector

Each replacement lowers the sum of squared lengths, and only finitely many lattice vectors lie below a given length, so the loop ends. Write $g_{ij}=A_i\cdot A_j$. At the end, apart from the tolerance,

$$|A_i+xA_j+yA_k|\ge|A_i|,\qquad x,y\in\{-1,0,1\}, \tag{2}$$

and in particular $2|g_{ij}|\le\min(g_{ii},g_{jj})$.

From this basis one can build four vectors $u_0,\dots,u_3$ with zero sum and no positive mutual products, any three of which form a basis.

- If $g_{12}g_{13}g_{23}\le0$, sign changes of the $A_i$ make all three products nonpositive. Take these vectors and $u_0=-(A_1+A_2+A_3)$. Then $u_0\cdot A_i=-(g_{ii}+g_{ij}+g_{ik})\le0$, because each off-diagonal term is at least $-g_{ii}/2$.
- Otherwise sign changes make all three positive. Label the vectors, for this construction, so that $g_{13}$ is the smallest, and take $A_1,\ A_2-A_1,\ A_3-A_2,\ -A_3$. The six products are $g_{12}-g_{11}$, $g_{13}-g_{12}$, $-g_{13}$, $(g_{23}+g_{12}-g_{22})-g_{13}$, $g_{13}-g_{23}$ and $g_{23}-g_{33}$. None is positive.

Set $p_{ij}=-u_i\cdot u_j\ge0$. Since the $u_i$ sum to zero, $|u_i|^2=\sum_{j\ne i}p_{ij}$. For $v=\sum_i n_iu_i$ with integer $n_i$,

$$|v|^2=\sum_i n_i^2|u_i|^2-2\sum_{i<j}n_in_jp_{ij}=\sum_{i<j}p_{ij}(n_i-n_j)^2 .$$

For each integer $t$ with $\min n_i<t\le\max n_i$, let $S_t$ be the set of indices with $n_i\ge t$, and $w_t=\sum_{i\in S_t}u_i$. Then $v=\sum_t w_t$, because a common shift of all $n_i$ changes nothing. If $S_t$ separates $i$ from $j$, then $(n_i-n_j)^2\ge1$; hence $|v|\ge|w_t|$ for every $t$.

In both constructions each $w_t$ has coefficients $0,\pm1$ in the $A_i$, so (2) makes it at least as long as every $A_k$ that occurs in it. If $A_k$ occurs in $v$, it occurs in some $w_t$, and therefore $|v|\ge|A_k|$. With $|A_1|\le|A_2|\le|A_3|$, this gives $d_{\min}=|A_1|$. It gives more. In any other basis sorted by length, the first $i$ vectors are independent, so at least one contains some $A_k$ with $k\ge i$. The $i$th length is then at least $|A_i|$, and the reduced basis minimizes $\sum_i|A_i|^2$.

## Distance to an sc or fcc shape

Let $T$ be a basis of the target lattice with volume $V$, and write $H=TF$. The tensor $FF^T$ has determinant 1, so the arithmetic-geometric mean inequality for its eigenvalues gives $\operatorname{tr}(FF^T)/3\ge1$. Equality requires $FF^T=1$, a pure rotation or reflection. Rotating the supercell leaves the trace unchanged, and minimizing over its bases removes the basis dependence.

For sc, $T=L\,1$, and the measure is

$$s_{\rm sc}=\frac{1}{3L^2}\sum_i|A_i|^2, \tag{3}$$

evaluated in the reduced basis.

For fcc with nearest distance $D$, $TT^T=\tfrac12D^2(1+J)$, where $J$ is the $3\times3$ matrix of ones. Its determinant is $(D^2/2)^3\cdot4=D^6/2=V^2$, so $D=2^{1/6}L$. Since $J^2=3J$, the inverse is $(2/D^2)(1-J/4)$, and

$$\operatorname{tr}(FF^T)=\operatorname{tr}\!\left[(TT^T)^{-1}HH^T\right]=\frac{2}{D^2}\Big(\sum_i|A_i|^2-\tfrac14\Big|\sum_iA_i\Big|^2\Big).$$

The six squared edges of the tetrahedron $0,A_1,A_2,A_3$ have the sum $B=3\sum_i|A_i|^2-2\sum_{i<j}A_i\cdot A_j=4\sum_i|A_i|^2-|\sum_iA_i|^2$. Hence

$$s_{\rm fcc}=\min_{\rm bases}\frac{B}{6\cdot2^{1/3}L^2}. \tag{4}$$

In practice one minimizes over tetrahedra with small coefficients in the reduced basis. The coefficient limit 2 used here is not proved sufficient for every lattice, so the best value at each $N$ is certified by a direct search over $P$. That search is finite. If an edge has length $\ell$, each of the other two corners contributes at least $\ell^2/2$ through its distances to the ends of that edge, so $\ell^2\le B/2$. The shortest edge obeys $\ell^2\le B/6$. It can be taken as one of the three basis vectors, because moving the origin to another corner leaves $B$ unchanged and changes the basis only by integer row operations and a sign. For sc, with $B=\sum_i|A_i|^2$, the limits are $B$ and $B/3$. All triples of host vectors within these limits and with determinant $\pm N$ are examined.

## The largest possible $d_{\min}$

The Gram matrix $G$ of $u_1,u_2,u_3$ is linear in the six parameters $p_{ij}\ge0$. The squared lengths of the seven sums $w$, obtained by cutting the four indices into two groups, are sums of the $p_{ij}$ across the cut. Each is at least $d_{\min}^2$. These conditions define a polyhedron whose points are averages of its vertices plus nonnegative increments of the $p_{ij}$.

Such increments add a positive semidefinite matrix to $G$ and cannot lower $\det G$. Also, $(\det G)^{1/3}$ is concave. To see this, diagonalize two positive matrices by a common congruence, with entries $\lambda_i$ and $\mu_i$. The geometric means of $\lambda_i/(\lambda_i+\mu_i)$ and of $\mu_i/(\lambda_i+\mu_i)$ do not exceed their arithmetic means, which add to 1. So $\det G$ is smallest at a vertex. Enumerating all vertices gives $\det G/d_{\min}^6=0.5$, $0.75$ or $1$. Since $\det G=V^2$,

$$d_{\min}\le2^{1/6}L\approx1.122\,L ,$$

which fcc attains. For bcc $d_{\min}/L=1.091$, and for sc it is 1.

## Ewald sum for $\alpha$

In Gaussian units, give every unit point charge a compensating Gaussian cloud with potential $-\operatorname{erf}(\eta r)/r$, and add the opposite clouds back. The screened charges give $\operatorname{erfc}(\eta r)/r$ each. Their cell average is

$$\frac{4\pi}{V}\int_0^\infty r\operatorname{erfc}(\eta r)\,dr=\frac{\pi}{\eta^2V}.$$

The opposite clouds have Fourier components $4\pi e^{-G^2/4\eta^2}/(VG^2)$. The background removes $G=0$, and the total potential is chosen to have zero cell average, so $\pi/(\eta^2V)$ is subtracted. Removing the charge's own $1/r$ at the origin leaves $-\operatorname{erf}(\eta r)/r\to-2\eta/\sqrt\pi$. Thus

$$-\frac{\alpha}{L}=\sum_{R\ne0}\frac{\operatorname{erfc}(\eta R)}{R}+\frac{4\pi}{V}\sum_{G\ne0}\frac{e^{-G^2/4\eta^2}}{G^2}-\frac{\pi}{\eta^2V}-\frac{2\eta}{\sqrt\pi}. \tag{5}$$

The value does not depend on $\eta$. With $\eta=\sqrt\pi/L$ the two sums decay at the same rate in scaled units. The results are $\alpha=2.8373$ (sc), $2.88828$ (fcc) and $2.88846$ (bcc).

## Energy error and the two limits

The charge density $q(2\pi\sigma^2)^{-3/2}e^{-r^2/2\sigma^2}$ has the Fourier transform $qe^{-\sigma^2k^2/2}$. With $K=q^2/(8\pi\varepsilon_0\varepsilon_r)$,

$$E_{\rm per}=K\frac{4\pi}{V}\sum_{G\ne0}\frac{e^{-\sigma^2G^2}}{G^2},\qquad E_{\rm iso}=K\frac2\pi\int_0^\infty e^{-\sigma^2k^2}dk=\frac{K}{\sqrt\pi\,\sigma}.$$

Put $\eta=1/(2\sigma)$ in (5). The reciprocal sum becomes $E_{\rm per}/K$, the last term becomes $-E_{\rm iso}/K$, the third becomes $-4\pi\sigma^2/V$, and the real-space sum becomes $W$. Solving for $E_{\rm per}-E_{\rm iso}$ gives (1).

For narrow charges the shortest shell dominates. If it has $z$ vectors, $W\approx z\operatorname{erfc}(d_{\min}/2\sigma)/d_{\min}$, and the Gaussian decay of erfc favours the largest $d_{\min}$. At equal $d_{\min}$ this limit prefers the smaller $z$, so breaking ties by $\alpha$ is a convention. If $\sigma$ is known, comparing $W$ itself is better.

For broad charges, (5) reads

$$W=-\frac{\alpha}{L}+\frac{4\pi\sigma^2}{V}+\frac1{\sqrt\pi\,\sigma}-\frac{4\pi}{V}\sum_{G\ne0}\frac{e^{-\sigma^2G^2}}{G^2}.$$

The last sum vanishes as $\sigma\to\infty$, and the largest $\alpha$ wins. In this regime the charge spreads over its images and is no longer an isolated defect.

The criteria are therefore not equivalent. At $\sigma/L=0.15$, $WL$ is $1.30\times10^{-6}$ for fcc and $1.99\times10^{-6}$ for bcc. At $\sigma/L=0.50$ the order is reversed, with $1.3817$ and $1.3815$.

## Sensitivity to shape

Under a small traceless strain $e$, the first-order change of $\alpha$ is $\operatorname{tr}(Me)$ with a symmetric tensor $M$. For a cubic lattice $M$ is a multiple of the unit matrix, so the change vanishes. The second derivatives with respect to a strain of unit norm are:

| lattice | tetragonal | shear |
|---|---:|---:|
| sc | −2.88 | 0.66 |
| fcc | −0.133 | −1.195 |
| bcc | −0.158 | −1.178 |

Cubic symmetry splits traceless strains into these two classes without coupling at second order. So fcc and bcc are local maxima of $\alpha$, and sc is a saddle. That bcc is the global maximum is not proved here; no cell enumerated below exceeds it.

The distance responds differently. For fcc the relative change of $d_{\min}$ is, to first order, the smallest of $u\cdot e\cdot u$ over the six nearest-neighbour directions $u$. Since $\sum uu^T=2\cdot1$, these six numbers add to $2\operatorname{tr}e=0$. They all vanish only for $e=0$, because the directions $(0,1,\pm1)/\sqrt2$ and their permutations then force every component of $e$ to zero. Hence some neighbour approaches at first order. For the shear $e=0.05\,(J-1)/\sqrt6$, the direction $(0,1,-1)/\sqrt2$ gives a loss of $0.05/\sqrt6\approx2\%$ in $d_{\min}$, while $\alpha$ changes, to second order, by $\tfrac12(-1.195)(0.05)^2\approx-0.0015$, less than $0.1\%$ of its value. Near fcc, $\alpha$ is a blunt indicator of close images.

For bcc a tetragonal strain that stretches the cube axes by factors $e^{e_i}$, with $\sum_ie_i=0$ so that the volume is fixed, multiplies the squared length of the $\langle111\rangle$ vectors by $\tfrac13\sum_ie^{2e_i}$, which is at least the geometric mean of the $e^{2e_i}$, namely 1. While these stay the shortest, $d_{\min}$ rises.

## Worked example

The model host is tetragonal with $a=0.50$ nm and $c=0.30$ nm. The charge is $2e$, $\varepsilon_r=10$ and $\sigma=0.25$ nm. All superlattices with $N=8$ to 16 were searched.

The two criteria lead to the same $d_{\min}$ and $\alpha$ at all nine sizes. For $N=10$, 12 and 14 several shapes share the largest $d_{\min}$, and the cell of largest $\alpha$ is among them. This agreement was found for this host and range only. The fcc-bcc comparison shows that the two criteria can rank lattices of equal volume in opposite order, so nothing derived here guarantees it elsewhere. Nor does a larger cell guarantee more distance: the best $d_{\min}$ is 0.927 nm for $N=8$ but 0.781 nm for $N=9$.

For $N=16$, $V=16\times0.075=1.2$ nm³ and $L=1.063$ nm. Both criteria select

$$P=\begin{pmatrix}2&0&2\\0&2&2\\0&-2&2\end{pmatrix}.$$

Its first vector is $(1.0,0,0.6)$ nm, so $d_{\min}=\sqrt{1.36}=1.166$ nm. The lattice is body-centred tetragonal, with square edge $\sqrt2$ nm, height 1.2 nm and axial ratio 0.85. Its $d_{\min}/L=1.097$ exceeds the bcc value, as the strain argument allows.

| choice | $d_{\min}$ (nm) | $\alpha$ | $-KW$ (meV) |
|---|---:|---:|---:|
| sc shape | 1.000 | 2.818 | −5.2 |
| fcc shape | 1.118 | 2.883 | −2.4 |
| $d_{\min}$ or $\alpha$ | 1.166 | 2.886 | −2.3 |
| best diagonal $P$ | 1.000 | 2.805 | −5.8 |

The fcc-shape cell has $s_{\rm fcc}=1.011$, against 1.040 for the selected cell, yet its images are closer. A value of $s_{\rm fcc}$ near 1 keeps every eigenvalue of $FF^T$ near 1, and so limits how far $d_{\min}$ can fall below the fcc value. But the measure averages over directions, so it need not rank cells in the order of their shortest vectors.

With $e^2/(4\pi\varepsilon_0)=1.440$ eV nm, $q^2=4e^2$ and $2\varepsilon_r=20$, the energy prefactor is $K=4\times1.440/20=0.288$ eV nm. For the selected cell the monopole term is $-0.288\times2.886/1.063=-0.782$ eV, and the width term is $0.288\times4\pi(0.25)^2/1.2=0.188$ eV. With the overlap term,

$$E_{\rm per}-E_{\rm iso}=-0.782+0.188-0.002=-0.596\ \text{eV}.$$

The diagonal cell has the smaller raw error, $-0.577$ eV, because its $\alpha$ is smaller. Once the first two terms are removed, its remainder is 2.5 times larger. Removing the monopole term alone leaves about $0.19$ eV in the selected cell, nearly all of it the width term. No choice of shape at fixed $N$ removes that part; it falls as $1/V$.

## Cost, stability and failure modes

**Cost.** The reduction handles $\sum df^2$ small matrices. The Ewald sum is needed only for cells tied in $d_{\min}$, and the number of terms inside its cutoffs is roughly independent of $N$ in units of $L$. The direct shape search examines of order $N^3$ triples at a fixed shape measure, since each vector is drawn from a number of candidates proportional to $N$.

**Summation range.** A vector $v=\sum_jn_jA_j$ has $n_j=v\cdot b_j$, with $b_j$ the dual basis, so a cutoff $r_c$ requires $|n_j|\le r_c|b_j|$. A fixed range of $n_j$ can therefore miss vectors inside the cutoff when some $|b_j|$ is large, as in elongated or skewed cells.

**Ties.** Equal lengths differ by rounding. Compare them with a tolerance, or the result may depend on the order of enumeration.

**Minimizing $|\alpha|$.** This rule fails. A cell with sides $1:4.164:4.164$ has $\alpha=0$ and no monopole error, but $d_{\min}/L=0.386$. The small leading term is bought with close images.

**Scope.** Equation (1) holds for a rigid Gaussian charge in a uniform isotropic dielectric. Elastic interaction, overlap of defect orbitals and charge densities of other shapes lie outside it. The selection also treats only the geometry of the superlattice, not whether a cell suits a particular magnetic order or $k$-point mesh.

The numerical check tests the reduction against a search over host vectors, the shape optima against direct enumeration, and (5) against a damped direct sum.

## Computed values

```
sc: alpha 2.837297, d_min/L 1.000000, sc measure 1.0000, fcc measure 1.1906
  d2(alpha)/d(strain)2: tetragonal -2.8808, shear 0.6593
fcc: alpha 2.888282, d_min/L 1.122462, sc measure 1.2599, fcc measure 1.0000
  d2(alpha)/d(strain)2: tetragonal -0.1335, shear -1.1948
bcc: alpha 2.888462, d_min/L 1.091124, sc measure 1.1906, fcc measure 1.0499
  d2(alpha)/d(strain)2: tetragonal -0.1581, shear -1.1785
vertex det(G)/d_min^6 : number of vertices = 0.5000: 3, 0.7500: 12, 1.0000: 16
sigma/L 0.15: W*L fcc 1.298134e-06, bcc 1.9896786e-06
sigma/L 0.50: W*L fcc 1.3816726, bcc 1.3814983
alpha = 0 for sides 1 : 4.1640 : 4.1640, d_min/L 0.3864
host a 0.50 nm, c 0.30 nm; eps_r 10, charge 2 e, sigma 0.25 nm
N | L nm | lattices | max d_min nm (its alpha) [tied shapes] | max alpha (its d_min nm)
 8 | 0.8434 | 155 | 0.9274 (2.88800) [1] | 2.88800 (0.9274)
 9 | 0.8772 | 130 | 0.7810 (2.82534) [1] | 2.82534 (0.7810)
10 | 0.9086 | 217 | 0.9274 (2.86103) [2] | 2.86103 (0.9274)
11 | 0.9379 | 133 | 0.9274 (2.87521) [1] | 2.87521 (0.9274)
12 | 0.9655 | 455 | 1.0000 (2.88333) [6] | 2.88333 (1.0000)
13 | 0.9916 | 183 | 1.0296 (2.87922) [1] | 2.87922 (1.0296)
14 | 1.0164 | 399 | 1.0296 (2.87460) [4] | 2.87460 (1.0296)
15 | 1.0400 | 403 | 1.0440 (2.86846) [1] | 2.86846 (1.0440)
16 | 1.0627 | 651 | 1.1662 (2.88559) [1] | 2.88559 (1.1662)
example N 16, V 1.2000 nm^3, L 1.0627 nm, d_min loss by alpha choice 0.00 %
e^2/(4 pi eps0) 1.439965 eV nm, prefactor 0.287993 eV nm
isolated energy 0.649930 eV, shape-free width term 0.188491 eV
sc shape: P = [[0, -2, 0], [-1, 0, -3], [2, 0, -2]]
  sc measure 1.00953, fcc measure 1.19252, d_min 1.00000 nm, alpha 2.818050
  E_per-E_iso -0.580476 eV, monopole term -0.763725 eV, overlap term -5.2419 meV
fcc shape: P = [[1, 2, 0], [-2, 0, 2], [2, 0, 2]]
  sc measure 1.17188, fcc measure 1.01095, d_min 1.11803 nm, alpha 2.882589
  E_per-E_iso -0.595126 eV, monopole term -0.781215 eV, overlap term -2.4013 meV
largest d_min: P = [[2, 0, 2], [0, 2, 2], [0, -2, 2]]
  sc measure 1.20435, fcc measure 1.04023, d_min 1.16619 nm, alpha 2.885586
  E_per-E_iso -0.595839 eV, monopole term -0.782028 eV, overlap term -2.3027 meV
largest alpha: P = [[2, 0, 2], [0, 2, 2], [0, -2, 2]]
  sc measure 1.20435, fcc measure 1.04023, d_min 1.16619 nm, alpha 2.885586
  E_per-E_iso -0.595839 eV, monopole term -0.782028 eV, overlap term -2.3027 meV
best diagonal: P = [[2, 0, 0], [0, 2, 0], [0, 0, 4]]
  sc measure 1.01543, fcc measure 1.20892, d_min 1.00000 nm, alpha 2.804611
  E_per-E_iso -0.577377 eV, monopole term -0.760082 eV, overlap term -5.7856 meV
least W at sigma 0.02 nm: d_min 1.16619 nm, alpha 2.885586
least W at sigma 0.25 nm: d_min 1.16619 nm, alpha 2.885586
least W at sigma 1.00 nm: d_min 1.16619 nm, alpha 2.885586
```
